# The WKB tunnelling exponent of an exciton in an in-plane field: a numerical check

```python
# Result under test: for a pair bound by E_b with reduced mass mu in a field F,
# the triangular-barrier WKB exponent of the tunnelling probability is
#     S = 4 sqrt(2 mu) E_b^(3/2) / (3 hbar e F).
# The program also tests what S means for a zero-range well in the plane, and
# how far the long-range attraction of a screened exciton changes the decay.
# Units: eV and nm; a field in V/nm is a force in eV/nm on one charge e.
# Resonance energies are E - i Gamma/2, and the lifetime is hbar/Gamma.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, eval_genlaguerre, gammaln, struve, y0

binding = 0.3             # eV
mass_ratio = 0.25         # reduced mass / free electron mass
field_volt_um = 100.0     # V/um
screening_length = 4.0    # nm, round model value
pair_gap = 2.0            # eV, round model value
temperature = 300.0       # K

field = field_volt_um * 1e-3                       # V/nm
kinetic = (const.hbar**2 / (2 * mass_ratio * const.m_e)
           / const.e * 1e18)                      # hbar^2/(2 mu), eV nm^2
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
hbar_ev_ps = const.hbar / const.e * 1e12

# --- separation of the centre of mass, tested on plane waves ---
m_el, m_ho, k_cm, k_rel = sp.symbols('m_el m_ho k_cm k_rel', positive=True)
m_tot = m_el + m_ho
p_el = m_el * k_cm / m_tot + k_rel
p_ho = m_ho * k_cm / m_tot - k_rel
separated = k_cm**2 / (2 * m_tot) + k_rel**2 * m_tot / (2 * m_el * m_ho)
assert sp.simplify(p_el**2/(2*m_el) + p_ho**2/(2*m_ho) - separated) == 0

# --- triangular barrier: closed form against quadrature ---
barrier_width = binding / field
decay_constant = np.sqrt(binding / kinetic)
mu_si = mass_ratio * const.m_e
exponent = (4 * np.sqrt(2 * mu_si) * (binding * const.e)**1.5
            / (3 * const.hbar * const.e * field_volt_um * 1e6))
exponent_quad = 2 * quad(
    lambda x: np.sqrt(max(binding - field * x, 0.0) / kinetic),
    0, barrier_width)[0]
assert abs(exponent_quad / exponent - 1) < 1e-6
assert abs(exponent - 5.6) < 0.05

# --- zero-range well in the plane: complex pole against weak-field law ---
nodes, weights = np.polynomial.legendre.leggauss(200)
angle = (nodes + 1) * np.pi / 4
k_trans = np.tan(angle)
k_weight = 2 * weights * np.pi / 4 / np.cos(angle)**2


def zero_range_width(s_value):
    """Gamma/E_b from the pole; hbar = mu = 1 and zero-field kappa = 1."""
    force = 2 / (3 * s_value)
    scale = (2 * force)**(1 / 3)

    def mismatch(energy):
        z = (k_trans**2 - 2 * energy) / scale**2
        far = np.abs(z) > 50
        ai, _, bi, _ = airy(np.where(far, 1.0 + 0j, z))
        near_value = 2 * np.pi * ai * (bi + 1j * ai)
        far_value = (1 + 5 / (32 * z**3)) / np.sqrt(z)
        green = np.where(far, far_value, near_value) / scale
        return np.sum(k_weight * (green - 1 / np.sqrt(k_trans**2 + 1)))

    energy = -0.5 + 0j
    for _ in range(80):
        energy -= mismatch(energy) / 2
    assert abs(mismatch(energy)) < 1e-10
    return -2 * energy.imag / 0.5


def weak_field_width(s_value):
    return np.sqrt(2 * np.pi / (3 * s_value)) * np.exp(-s_value)


ratio_10 = zero_range_width(10.0) / weak_field_width(10.0)
ratio_20 = zero_range_width(20.0) / weak_field_width(20.0)
assert abs(ratio_20 - 1) < abs(ratio_10 - 1) < 0.25
assert abs(2 * ratio_20 - ratio_10 - 1) < 0.02   # remainder falls as 1/S
width_zero = binding * zero_range_width(exponent)
width_law = binding * weak_field_width(exponent)

# --- screened electron-hole attraction, valid for complex distance ---
u_nodes, u_weights = np.polynomial.legendre.leggauss(400)
u_nodes = (u_nodes + 1) * 15
u_weights = u_weights * 15


def struve_minus_bessel(z):
    z = np.atleast_1d(z)
    waves = np.exp(-z[:, None] * np.sinh(u_nodes)[None, :])
    return 2 / np.pi * waves @ u_weights


z_test = np.array([0.05, 0.5, 2.0, 8.0])
assert np.allclose(struve_minus_bessel(z_test),
                   struve(0, z_test) - y0(z_test), atol=1e-8)


def screened(r, permittivity):
    z = permittivity * r / screening_length
    return (-coulomb * np.pi / (2 * screening_length)
            * struve_minus_bessel(z))


# --- radial Laguerre functions times cos(m phi), complex scaling ---
s_nodes, s_weights = np.polynomial.legendre.leggauss(300)
s_max = np.sqrt(300.0)
s_nodes = (s_nodes + 1) * s_max / 2
x_grid = s_nodes**2
x_weight = s_weights * s_max / 2 * 2 * s_nodes * x_grid


def radial_set(m, count):
    values, slopes = [], []
    for n in range(count):
        log_norm = 0.5 * (gammaln(n + 1) - gammaln(n + 2 * m + 2))
        front = np.exp(log_norm + m * np.log(x_grid) - x_grid / 2)
        poly = eval_genlaguerre(n, 2 * m + 1, x_grid)
        dpoly = (-eval_genlaguerre(n - 1, 2 * m + 2, x_grid)
                 if n else np.zeros_like(x_grid))
        values.append(front * poly)
        slopes.append(front * ((m / x_grid - 0.5) * poly + dpoly))
    return np.array(values), np.array(slopes)


def kinetic_block(m, values, slopes, coefficient, lam):
    return coefficient * (2 * lam)**2 * (
        (slopes * x_weight) @ slopes.T
        + m**2 * (values * x_weight / x_grid**2) @ values.T)


def resonances(coefficient, potential, lam, theta, forces, guess,
               count=26, m_max=18):
    """Follow the ground state through the list of forces."""
    rot = np.exp(1j * theta)
    r_grid = x_grid / (2 * lam)
    v_grid = potential(r_grid * rot)
    sets = [radial_set(m, count) for m in range(m_max + 1)]
    size = count * (m_max + 1)
    h_free = np.zeros((size, size), complex)
    h_field = np.zeros((size, size), complex)
    for m, (val, slope) in enumerate(sets):
        here = slice(m * count, (m + 1) * count)
        overlap = (val * x_weight) @ val.T
        assert np.allclose(overlap, np.eye(count), atol=1e-7)
        h_free[here, here] = (
            kinetic_block(m, val, slope, coefficient, lam) / rot**2
            + (val * x_weight * v_grid) @ val.T)
        if m < m_max:
            there = slice((m + 1) * count, (m + 2) * count)
            angular = np.sqrt(0.5) if m == 0 else 0.5
            block = (-angular * rot
                     * (val * x_weight * r_grid) @ sets[m + 1][0].T)
            h_field[here, there] = block
            h_field[there, here] = block.T
    vector = np.zeros(size, complex)
    vector[0] = 1
    shift, found = guess, []
    identity = np.eye(size)
    for index, force in enumerate(forces):
        h_now = h_free + force * h_field
        fixed_steps = 4 if index == 0 else 2
        for step in range(fixed_steps + 6):
            vector = np.linalg.solve(h_now - shift * identity, vector)
            vector /= np.linalg.norm(vector)
            value = (vector @ h_now @ vector) / (vector @ vector)
            residual = np.linalg.norm(h_now @ vector - value * vector)
            if residual < 1e-10:
                break
            if step >= fixed_steps - 1:
                shift = value
        assert residual < 1e-7
        shift = value + 1e-9
        found.append(value)
    return np.array(found)


# Two-dimensional Coulomb problem in atomic units: energy -2 and
# quadratic Stark coefficient -21/256.
coulomb_test = resonances(0.5, lambda r: -1 / r, 2.0, 0.3,
                          [0.0, 0.02], -2.01, 20, 4)
assert abs(coulomb_test[0] + 2) < 1e-7
stark = (coulomb_test[1] - coulomb_test[0]).real / 0.02**2
assert abs(stark / (-21 / 256) - 1) < 3e-3

# --- tune the surrounding permittivity to the given binding energy ---
lam_ex = 1.4              # 1/nm, basis parameter
val_s, slope_s = radial_set(0, 26)
kin_s = kinetic_block(0, val_s, slope_s, kinetic, lam_ex)


def ground_energy(permittivity):
    v_grid = screened(x_grid / (2 * lam_ex), permittivity)
    return eigvalsh(kin_s + (val_s * x_weight * v_grid) @ val_s.T)[0]


permittivity = brentq(lambda p: ground_energy(p) + binding, 1.0, 8.0)


def saddle(force):
    result = minimize_scalar(
        lambda x: -(screened(x, permittivity)[0] - force * x),
        bounds=(0.2, 40.0), method='bounded')
    return result.x, -result.fun


saddle_x, saddle_energy = saddle(field)
field_open = brentq(lambda f: saddle(f)[1] + binding, 0.005, 0.2)
assert saddle_energy < -binding and field_open < field

# --- width of the screened exciton, with angle and basis checks ---
forces = np.linspace(0, field, 11)


def exciton_potential(r):
    return screened(r, permittivity)


main_run = resonances(kinetic, exciton_potential, lam_ex, 0.50,
                      forces, -binding - 0.001)
angle_run = resonances(kinetic, exciton_potential, lam_ex, 0.60,
                       forces, -binding - 0.001)
small_run = resonances(kinetic, exciton_potential, lam_ex, 0.50,
                       forces, -binding - 0.001, 22, 14)
assert abs(main_run[0] + binding) < 1e-5
width_full = -2 * main_run[-1].imag
width_half = -2 * main_run[5].imag
for other in (angle_run, small_run):
    assert abs(-2 * other[-1].imag / width_full - 1) < 0.02
    assert abs(-2 * other[5].imag / width_half - 1) < 0.05
assert width_full > width_zero
log_fall = np.log(width_full / width_half)
assert 0 < log_fall < exponent    # exp(-S) alone predicts a fall of S

# --- two-band dispersion and band-to-band tunnelling ---


def two_band_exponent(depth):
    return 2 / field * quad(
        lambda d: np.sqrt(d * (1 - d / (2 * pair_gap)) / kinetic),
        0, depth)[0]


exponent_two_band = two_band_exponent(binding)
exponent_interband = two_band_exponent(pair_gap)
closed_interband = (np.pi * pair_gap**1.5
                    / (2 * np.sqrt(2 * kinetic) * field))
assert abs(exponent_interband / closed_interband - 1) < 1e-6
assert exponent_two_band < exponent < exponent_interband
thermal_energy = const.k * temperature / const.e

print(f"binding energy: {binding:.3f} eV")
print(f"reduced mass: {mass_ratio:.3f} m0")
print(f"field: {field_volt_um:.1f} V/um")
print(f"field, converted: {field * 10:.3f} MV/cm")
print(f"force on one charge: {field:.3f} eV/nm")
print(f"hbar^2/(2 mu): {kinetic:.5f} eV nm^2")
print(f"barrier width: {barrier_width:.3f} nm")
print(f"decay constant at the level: {decay_constant:.4f} 1/nm")
print(f"WKB exponent S, closed form: {exponent:.4f}")
print(f"WKB exponent S, quadrature: {exponent_quad:.4f}")
print(f"amplitude exponent S/2: {exponent / 2:.4f}")
print(f"factor exp(-S): {np.exp(-exponent):.5f}")
print(f"zero-range pole/law at S=10: {ratio_10:.4f}")
print(f"zero-range pole/law at S=20: {ratio_20:.4f}")
print(f"zero-range width, weak-field law: {width_law*1e3:.4f} meV")
print(f"zero-range width, pole: {width_zero*1e3:.4f} meV")
print(f"zero-range lifetime, pole: {hbar_ev_ps/width_zero:.4f} ps")
print(f"screening length: {screening_length:.2f} nm")
print(f"tuned surrounding permittivity: {permittivity:.4f}")
print(f"saddle position: {saddle_x:.3f} nm")
print(f"saddle energy: {saddle_energy:.4f} eV")
print(f"field where saddle meets level: {field_open*1e3:.2f} V/um")
print(f"screened resonance energy: {main_run[-1].real:.4f} eV")
print(f"screened width at full field: {width_full*1e3:.3f} meV")
print(f"screened lifetime: {hbar_ev_ps/width_full:.4f} ps")
print(f"screened/zero-range width: {width_full/width_zero:.2f}")
print(f"half field: {forces[5]*1e3:.1f} V/um")
print(f"screened width at half field: {width_half*1e3:.4f} meV")
print(f"log of width ratio, full/half field: {log_fall:.3f}")
print(f"pair gap: {pair_gap:.2f} eV")
print(f"S with two-band dispersion: {exponent_two_band:.4f}")
print(f"band-to-band exponent: {exponent_interband:.2f}")
print(f"temperature: {temperature:.1f} K")
print(f"thermal energy: {thermal_energy:.5f} eV")
print(f"binding/thermal energy: {binding/thermal_energy:.2f}")
print("no test failed")
```

Printed output:

```
binding energy: 0.300 eV
reduced mass: 0.250 m0
field: 100.0 V/um
field, converted: 1.000 MV/cm
force on one charge: 0.100 eV/nm
hbar^2/(2 mu): 0.15240 eV nm^2
barrier width: 3.000 nm
decay constant at the level: 1.4030 1/nm
WKB exponent S, closed form: 5.6121
WKB exponent S, quadrature: 5.6121
amplitude exponent S/2: 2.8061
factor exp(-S): 0.00365
zero-range pole/law at S=10: 0.8990
zero-range pole/law at S=20: 0.9500
zero-range width, weak-field law: 0.6695 meV
zero-range width, pole: 0.5440 meV
zero-range lifetime, pole: 1.2100 ps
screening length: 4.00 nm
tuned surrounding permittivity: 2.6947
saddle position: 1.779 nm
saddle energy: -0.4159 eV
field where saddle meets level: 47.69 V/um
screened resonance energy: -0.3385 eV
screened width at full field: 48.345 meV
screened lifetime: 0.0136 ps
screened/zero-range width: 88.87
half field: 50.0 V/um
screened width at half field: 2.2626 meV
log of width ratio, full/half field: 3.062
pair gap: 2.00 eV
S with two-band dispersion: 5.4841
band-to-band exponent: 80.47
temperature: 300.0 K
thermal energy: 0.02585 eV
binding/thermal energy: 11.60
no test failed
```
